\section*{Finite translation of regular solid harmonics with unit coefficients}

\section{The scaled harmonics and the translation theorem}

Take the vectors $\mathbf a=(1,\,0.5,\,1)$ and $\mathbf b=(1,\,-1,\,2)$, in bohr. Eight products, each of one solid harmonic at $\mathbf a$ and one at $\mathbf b$, add up without any weights to $-3.9688+0.9922\,i$ bohr$^3$, and this is the value at $\mathbf a+\mathbf b$ of the solid harmonic with $l=3$, $m=1$. If the same functions are first rescaled to the Racah normalisation, the unweighted sum of the eight products is $-15.08+5.79\,i$ bohr$^3$, whereas the rescaled harmonic at $\mathbf a+\mathbf b$ is $-27.50+6.87\,i$ bohr$^3$. The first normalisation therefore has a property that the second lacks. The theorem below states this property, and its proof shows where the numerical factors have gone.

\subsection{Definitions and statement}

Let $\mathbf r=(x,y,z)$ be a real vector of length $r$ with polar angle $\theta$ and azimuth $\phi$, so that $z=r\cos\theta$ and $x+iy=r\sin\theta\,e^{i\phi}$. The degree $l$ is a non-negative integer and the order $m$ is an integer with $-l\le m\le l$. For both signs of $m$ the associated Legendre function is defined by Rodrigues' formula,
\begin{equation}
P_l^m(\xi)=\frac{(-1)^m}{2^l\,l!}\,(1-\xi^2)^{m/2}\,
\frac{d^{\,l+m}}{d\xi^{\,l+m}}(\xi^2-1)^l ,\qquad -1<\xi<1 .
\label{eq:rodrigues}
\end{equation}
The factor $(-1)^m$ is the Condon--Shortley phase. The scaled regular solid harmonic is
\begin{equation}
R_{lm}(\mathbf r)=\frac{r^l\,P_l^m(\cos\theta)\,e^{im\phi}}{(l+m)!}.
\label{eq:def}
\end{equation}
It has the dimension of a length to the power $l$. Formula (\ref{eq:def}) is used off the $z$ axis. Lemma 2 shows that it is a polynomial in $x,y,z$, and this polynomial defines $R_{lm}$ on the axis and at the origin.

\paragraph{Theorem (finite translation).} For all vectors $\mathbf a$ and $\mathbf b$, and all $l\ge0$ and $|m|\le l$,
\begin{equation}
R_{lm}(\mathbf a+\mathbf b)=\sum_{j=0}^{l}\ \sum_{k}
R_{jk}(\mathbf a)\,R_{l-j,\,m-k}(\mathbf b),
\label{eq:theorem}
\end{equation}
where $k$ runs over the integers with $|k|\le j$ and $|m-k|\le l-j$.

The two conditions on $k$ say that both factors exist. The sum is finite, and the lengths of $\mathbf a$ and $\mathbf b$ are not restricted. The proof rests on a generating function, which comes first.

\subsection{The generating function}

For a complex number $t\ne0$ define the complex vector
\begin{equation}
\mathbf u(t)=\left(\frac{t^{-1}-t}{2},\ -\,\frac{i\,(t+t^{-1})}{2},\ 1\right).
\label{eq:u}
\end{equation}
Its product with $\mathbf r$, without complex conjugation, is found by collecting the terms in $t$ and in $t^{-1}$:
\begin{equation}
\mathbf u(t)\cdot\mathbf r
= z-\frac{t}{2}(x+iy)+\frac{1}{2t}(x-iy).
\label{eq:ur}
\end{equation}

\paragraph{Lemma 1 (generating function).} For every $t\neq0$,
\begin{equation}
\frac{[\mathbf u(t)\cdot\mathbf r]^l}{l!}=\sum_{m=-l}^{l}R_{lm}(\mathbf r)\,t^m .
\label{eq:gen}
\end{equation}

\emph{Proof.} Let $\mathbf r$ lie off the $z$ axis. Write $\xi=\cos\theta$, $s=\sin\theta>0$ and $\tau=t\,e^{i\phi}$. Since $x\pm iy=r s\,e^{\pm i\phi}$, equation (\ref{eq:ur}) becomes
\begin{equation}
\mathbf u\cdot\mathbf r=r\left(\xi-\frac{s\tau}{2}+\frac{s}{2\tau}\right).
\label{eq:angle}
\end{equation}
Now put $h=-s\tau$, which is not zero. Then $-s\tau/2=h/2$. Also $1/\tau=-s/h$, so that $s/(2\tau)=-s^2/(2h)$. With $s^2=1-\xi^2$ the bracket is
\begin{equation}
\xi+\frac h2-\frac{1-\xi^2}{2h}
=\frac{2\xi h+h^2+\xi^2-1}{2h}
=\frac{(\xi+h)^2-1}{2h}.
\label{eq:square}
\end{equation}
The numerator is the function $\xi^2-1$ of Rodrigues' formula, taken at the shifted argument $\xi+h$. Let $f(\xi)=(\xi^2-1)^l$. This is a polynomial of degree $2l$, so its Taylor series ends and holds for every complex $h$:
\begin{equation}
f(\xi+h)=\sum_{n=0}^{2l}\frac{h^n}{n!}\,\frac{d^nf}{d\xi^n}.
\label{eq:taylor}
\end{equation}
Raise (\ref{eq:square}) to the power $l$, insert (\ref{eq:taylor}), and set $n=l+m$, so that $m$ runs from $-l$ to $l$:
\begin{align}
\frac{(\mathbf u\cdot\mathbf r)^l}{l!}
&=\frac{r^l}{l!}\,\frac{f(\xi+h)}{2^l h^l}
=\frac{r^l}{2^l\,l!}\sum_{m=-l}^{l}\frac{h^m}{(l+m)!}\,
\frac{d^{\,l+m}f}{d\xi^{\,l+m}} \nonumber\\
&=r^l\sum_{m=-l}^{l}\frac{\tau^m}{(l+m)!}
\left[\frac{(-1)^m s^m}{2^l\,l!}\frac{d^{\,l+m}f}{d\xi^{\,l+m}}\right].
\label{eq:identify}
\end{align}
The last step used $h^m=(-1)^m s^m\tau^m$. Because $s^m=(1-\xi^2)^{m/2}$, the square bracket is $P_l^m(\xi)$ of (\ref{eq:rodrigues}). With $\tau^m=t^m e^{im\phi}$ the sum is the right side of (\ref{eq:gen}). Points on the axis follow by continuity once each coefficient of $t^m$ is known to be a polynomial in $x,y,z$, which Lemma 2 shows directly from the left side. $\square$

The proof traces two features of the definition. The factor $1/(l+m)!$ is the factorial of the Taylor series (\ref{eq:taylor}). The Condon--Shortley sign comes from $h=-s\tau$, that is, from the minus sign in front of $t(x+iy)/2$.

\subsection{Polynomial form and symmetries}

\paragraph{Lemma 2 (polynomial form).} With $q$ running over all integers for which no factorial has a negative argument,
\begin{equation}
R_{lm}(\mathbf r)=\sum_q
\frac{\left[-\tfrac12(x+iy)\right]^{q+m}\left[\tfrac12(x-iy)\right]^{q}z^{\,l-m-2q}}
{(q+m)!\;q!\;(l-m-2q)!}.
\label{eq:poly}
\end{equation}

\emph{Proof.} The multinomial theorem for the three terms of (\ref{eq:ur}) reads
\begin{equation}
\frac{(\mathbf u\cdot\mathbf r)^l}{l!}=\sum_{p+q+n=l}
\frac{\left[-\tfrac t2(x+iy)\right]^{p}}{p!}\,
\frac{\left[\tfrac1{2t}(x-iy)\right]^{q}}{q!}\,
\frac{z^n}{n!}.
\label{eq:multi}
\end{equation}
Each term carries $t^{p-q}$. The coefficient of $t^m$ collects the terms with $p=q+m$, and then $n=l-p-q=l-m-2q$. Comparison with (\ref{eq:gen}) gives (\ref{eq:poly}). Comparing coefficients is allowed because the difference of the two sides, multiplied by $t^l$, is a polynomial in $t$ that vanishes for all $t\ne0$; such a polynomial has only zero coefficients. $\square$

The functions needed below follow from (\ref{eq:poly}):
\begin{align}
&R_{00}=1,\qquad R_{10}=z,\qquad R_{1,\pm1}=\mp\tfrac12(x\pm iy),\nonumber\\
&R_{20}=\tfrac14(2z^2-x^2-y^2),\qquad R_{21}=-\tfrac12(x+iy)\,z,\nonumber\\
&R_{22}=\tfrac18(x+iy)^2,\qquad
R_{31}=-\tfrac12(x+iy)\left[\tfrac12z^2-\tfrac18(x^2+y^2)\right].
\label{eq:list}
\end{align}
For example, $R_{20}$ has the term $z^2/2!$ from $q=0$ and the term $-\tfrac14(x+iy)(x-iy)$ from $q=1$. Every term of (\ref{eq:poly}) has total degree $(q+m)+q+(l-m-2q)=l$, and therefore $R_{lm}(-\mathbf r)=(-1)^lR_{lm}(\mathbf r)$.

\paragraph{Lemma 3 (Laplace's equation and conjugation).} Each $R_{lm}$ satisfies $\nabla^2R_{lm}=0$, and for real $\mathbf r$
\begin{equation}
R_{l,-m}(\mathbf r)=(-1)^m\,R_{lm}(\mathbf r)^* .
\label{eq:conj}
\end{equation}

\emph{Proof.} From (\ref{eq:u}),
\begin{equation}
\mathbf u\cdot\mathbf u=\frac{t^{-2}-2+t^2}{4}-\frac{t^2+2+t^{-2}}{4}+1=-1+1=0 .
\label{eq:null}
\end{equation}
Differentiating $(\mathbf u\cdot\mathbf r)^l$ twice with respect to each coordinate and adding gives $l(l-1)(\mathbf u\cdot\mathbf u)(\mathbf u\cdot\mathbf r)^{l-2}$, which is zero. This holds for every $t\ne0$, so the Laplacian of each coefficient of $t^m$ vanishes.

For the second statement, take the complex conjugate of (\ref{eq:ur}) with real $\mathbf r$:
\begin{equation}
[\mathbf u(t)\cdot\mathbf r]^*=z-\frac{t^*}{2}(x-iy)+\frac{1}{2t^*}(x+iy)
=\mathbf u(t')\cdot\mathbf r,\qquad t'=-\frac1{t^*}.
\label{eq:tprime}
\end{equation}
Indeed $-t'/2=1/(2t^*)$ multiplies $x+iy$, and $1/(2t')=-t^*/2$ multiplies $x-iy$. Raise both sides to the power $l$, divide by $l!$ and use (\ref{eq:gen}):
\begin{equation}
\sum_m R_{lm}^*\,(t^*)^m=\sum_{m'} R_{lm'}\,(-1)^{m'}(t^*)^{-m'} .
\end{equation}
The coefficient of $(t^*)^m$ on the right has $m'=-m$, which gives $R_{lm}^*=(-1)^mR_{l,-m}$. $\square$

\subsection{Proof of the theorem}

The scalar product is linear, so $\mathbf u\cdot(\mathbf a+\mathbf b)=\mathbf u\cdot\mathbf a+\mathbf u\cdot\mathbf b$. Both terms are ordinary complex numbers, and the binomial theorem applies:
\begin{align}
\frac{[\mathbf u\cdot(\mathbf a+\mathbf b)]^l}{l!}
&=\frac1{l!}\sum_{j=0}^l\frac{l!}{j!\,(l-j)!}(\mathbf u\cdot\mathbf a)^j(\mathbf u\cdot\mathbf b)^{l-j}\nonumber\\
&=\sum_{j=0}^l\frac{(\mathbf u\cdot\mathbf a)^j}{j!}\,
\frac{(\mathbf u\cdot\mathbf b)^{l-j}}{(l-j)!}.
\label{eq:binomial}
\end{align}
Here the coefficients disappear: $l!$ cancels, and the two remaining factorials are those that the generating functions of degrees $j$ and $l-j$ require. Lemma 1, applied to each factor and to the left side, gives
\begin{equation}
\sum_{m}R_{lm}(\mathbf a+\mathbf b)\,t^m
=\sum_{j=0}^l\ \sum_{k=-j}^{j}\ \sum_{k'=-(l-j)}^{l-j}
R_{jk}(\mathbf a)\,R_{l-j,k'}(\mathbf b)\,t^{k+k'} .
\label{eq:compare}
\end{equation}
The power $t^m$ occurs on the right when $k'=m-k$, which is possible if $|m-k|\le l-j$. Equating the coefficients of $t^m$ gives (\ref{eq:theorem}). $\square$

\paragraph{Remark.} The binomial step uses the linearity of $\mathbf u\cdot\mathbf r$ but not $\mathbf u\cdot\mathbf u=0$. It would give a sum with unit coefficients also if $z$ in (\ref{eq:ur}) carried another constant factor, but the coefficients of $t^m$ would then no longer be the $R_{lm}$; their identification in Lemma 1 needs the vector (\ref{eq:u}). The null property makes the coefficients harmonic functions; the additive structure of the sum comes from the exponents $l$ and $m$, which add when powers are multiplied.

\subsection{The eight products}

For $l=3$, $m=1$ the allowed pairs are counted with $p=j+k$ and $q=j-k$. The conditions $|k|\le j$ and $|m-k|\le l-j$ become $0\le p\le l+m=4$ and $0\le q\le l-m=2$. The integers $p$ and $q$ have equal parity, since $p+q=2j$. Both are even in $3\times2=6$ cases and both are odd in $2\times1=2$ cases, which makes eight. With (\ref{eq:list}), the vectors of the opening give the following values. An entry with indices $j,k$ has the unit bohr$^j$, and each product has the unit bohr$^3$.

\begin{center}
\begin{tabular}{rrrr}
$j,\,k$ & $R_{jk}(\mathbf a)$ & $R_{3-j,1-k}(\mathbf b)$ & product\\
$0,\,0$ & $1$ & $-0.875+0.875i$ & $-0.8750+0.8750i$\\
$1,-1$ & $0.5-0.25i$ & $-0.25i$ & $-0.0625-0.1250i$\\
$1,\,0$ & $1$ & $-1+i$ & $-1.0000+1.0000i$\\
$1,\,1$ & $-0.5-0.25i$ & $1.5$ & $-0.7500-0.3750i$\\
$2,\,0$ & $0.1875$ & $-0.5+0.5i$ & $-0.0938+0.0938i$\\
$2,\,1$ & $-0.5-0.25i$ & $2$ & $-1.0000-0.5000i$\\
$2,\,2$ & $0.0938+0.125i$ & $0.5+0.5i$ & $-0.0156+0.1094i$\\
$3,\,1$ & $-0.1719-0.0859i$ & $1$ & $-0.1719-0.0859i$
\end{tabular}
\end{center}

The sum, formed before rounding, is $-3.9688+0.9922i$. For the direct value, $\mathbf a+\mathbf b=(2,\,-0.5,\,3)$ has $x^2+y^2=4.25$, and (\ref{eq:list}) gives
\begin{equation}
R_{31}(\mathbf a+\mathbf b)=-\tfrac12(2-0.5i)\left[\tfrac92-\tfrac{4.25}{8}\right]
=-3.9688+0.9922\,i\ \text{bohr}^3 .
\label{eq:direct}
\end{equation}

\section{Normalisation, phase, limits and multipole moments}

The symbols are those of the first half. The scaled harmonics are $R_{lm}(\mathbf r)=r^lP_l^m(\cos\theta)e^{im\phi}/(l+m)!$ with the Condon--Shortley phase in $P_l^m$. They are homogeneous polynomials of degree $l$, they obey $R_{l,-m}=(-1)^mR_{lm}^*$, and they are generated by $(\mathbf u\cdot\mathbf r)^l/l!=\sum_mR_{lm}(\mathbf r)\,t^m$, where $\mathbf u\cdot\mathbf r=z-\tfrac t2(x+iy)+\tfrac1{2t}(x-iy)$. The translation theorem is $R_{lm}(\mathbf a+\mathbf b)=\sum_{jk}R_{jk}(\mathbf a)R_{l-j,m-k}(\mathbf b)$ over all index pairs for which both factors exist. The numerical example has $\mathbf a=(1,0.5,1)$ and $\mathbf b=(1,-1,2)$ bohr.

\subsection{The coefficients in Racah normalisation}

Let $Y_{lm}$ be the spherical harmonic proportional to $P_l^m(\cos\theta)e^{im\phi}$ with a positive factor and with unit norm on the sphere. The Racah-normalised solid harmonic is $S_{lm}=[4\pi/(2l+1)]^{1/2}\,r^l\,Y_{lm}$. Its relation to $R_{lm}$ requires the norm of $P_l^m$.

\paragraph{Lemma 4 (norm).}
\begin{equation}
\int_{-1}^{1}[P_l^m(\xi)]^2\,d\xi=\frac{2}{2l+1}\,\frac{(l+m)!}{(l-m)!}.
\label{eq:norm}
\end{equation}

\emph{Proof.} Take $m\ge0$ first. The relation $R_{l,-m}=(-1)^mR_{lm}^*$, written with the definition of $R_{lm}$, is
\begin{equation}
\frac{P_l^{-m}}{(l-m)!}=(-1)^m\frac{P_l^m}{(l+m)!},
\qquad\text{so}\qquad
P_l^m=(-1)^m\frac{(l+m)!}{(l-m)!}\,P_l^{-m}.
\label{eq:minus}
\end{equation}
One factor in the integral is replaced in this way. In the product $P_l^mP_l^{-m}$ the powers of $1-\xi^2$ cancel and the two signs multiply to one. With $f=(\xi^2-1)^l$ and $D=d/d\xi$,
\begin{equation}
\int_{-1}^1P_l^mP_l^{-m}\,d\xi=\frac1{(2^l\,l!)^2}\int_{-1}^1(D^{l+m}f)(D^{l-m}f)\,d\xi .
\end{equation}
Integrate by parts $m$ times, each time moving one derivative from the first factor to the second. The boundary terms contain $D^nf$ with $n\le l-1$, which vanishes at $\xi=\pm1$ because $f$ has zeros of order $l$ there. The result is $(-1)^m\int(D^lf)^2d\xi$. A further $l$ integrations by parts, with boundary terms that vanish for the same reason, give
\begin{equation}
\int_{-1}^1(D^lf)^2\,d\xi=(-1)^l\int_{-1}^1f\,D^{2l}f\,d\xi=(2l)!\,I_l,
\qquad I_l=\int_{-1}^1(1-\xi^2)^l\,d\xi ,
\end{equation}
since $D^{2l}f=(2l)!$ and $(-1)^lf=(1-\xi^2)^l$. For $l\ge1$, one integration by parts gives $I_l=2l\int\xi^2(1-\xi^2)^{l-1}d\xi=2l\,(I_{l-1}-I_l)$, hence $I_l=\frac{2l}{2l+1}I_{l-1}$. From $I_0=2$ it follows that
\begin{equation}
I_l=2\prod_{n=1}^l\frac{2n}{2n+1}=\frac{2\,(2^l\,l!)^2}{(2l+1)!}.
\end{equation}
Therefore $\int P_l^mP_l^{-m}d\xi=(-1)^m\,2/(2l+1)$, and (\ref{eq:minus}) gives (\ref{eq:norm}). For negative order, squaring the first relation in (\ref{eq:minus}) shows that (\ref{eq:norm}) holds there too. $\square$

The azimuthal integral contributes $2\pi$, so on the unit sphere
\begin{equation}
\int|R_{lm}|^2\,d\Omega=\frac{2\pi}{[(l+m)!]^2}\,\frac{2}{2l+1}\,\frac{(l+m)!}{(l-m)!}
=\frac{4\pi}{2l+1}\,\frac1{(l+m)!\,(l-m)!}.
\end{equation}
The corresponding integral of $|S_{lm}|^2$ is $4\pi/(2l+1)$ by definition. The two functions have the same phase, hence
\begin{equation}
S_{lm}=n_{lm}R_{lm},\qquad n_{lm}=\sqrt{(l+m)!\,(l-m)!}.
\label{eq:racah}
\end{equation}

\paragraph{Corollary 1.}
\begin{equation}
S_{lm}(\mathbf a+\mathbf b)=\sum_{jk}
\left[\binom{l+m}{j+k}\binom{l-m}{j-k}\right]^{1/2}
S_{jk}(\mathbf a)\,S_{l-j,m-k}(\mathbf b).
\label{eq:racahsum}
\end{equation}

\emph{Proof.} Multiply the theorem by $n_{lm}$ and replace each $R$ by $S/n$. The coefficient is $n_{lm}/(n_{jk}\,n_{l-j,m-k})$, and its square is
\begin{equation}
\frac{(l+m)!}{(j+k)!\,[(l+m)-(j+k)]!}\cdot\frac{(l-m)!}{(j-k)!\,[(l-m)-(j-k)]!}.
\qquad\square
\end{equation}

For $l=3$, $m=1$, in the order of the table, the coefficients are $1$, $1$, $\sqrt8$, $\sqrt6$, $\sqrt6$, $\sqrt8$, $1$, $1$. For instance, $j=1$, $k=0$ gives $[\binom41\binom21]^{1/2}=\sqrt8=2.828$. Since $n_{31}=\sqrt{4!\,2!}=\sqrt{48}$, the direct value is $S_{31}(\mathbf a+\mathbf b)=\sqrt{48}\,(-3.9688+0.9922i)=-27.50+6.87i$ bohr$^3$. Omitting the coefficients amounts to dividing each product in the table by its coefficient before summing and multiplying by $\sqrt{48}$. Four of the eight products are then too small by a factor $\sqrt6$ or $\sqrt8$, and the sum is $-15.08+5.79i$ bohr$^3$. This is the discrepancy stated at the beginning.

\subsection{How far the normalisation is fixed}

\paragraph{Proposition.} Let $\tilde R_{lm}=g_{lm}R_{lm}$ with nonzero constants $g_{lm}$. The functions $\tilde R_{lm}$ obey the translation theorem with unit coefficients for all $l,m$ if and only if $g_{lm}=\lambda^l\mu^m$ with nonzero constants $\lambda,\mu$.

\emph{Proof.} First, the products $R_{jk}(\mathbf a)R_{l-j,m-k}(\mathbf b)$ are linearly independent. No $R_{jk}$ vanishes identically, because its norm is positive. Functions $R_{jk}$ of different degree $j$ scale differently with $|\mathbf a|$, and those of equal degree have different factors $e^{ik\phi}$, so they are independent. If a combination of the products with coefficients $c_{jk}$ vanishes for all $\mathbf a$ and $\mathbf b$, then for fixed $\mathbf b$ each $c_{jk}R_{l-j,m-k}(\mathbf b)$ must vanish. As this holds for all $\mathbf b$, every $c_{jk}$ is zero.

Comparing $g_{lm}$ times the theorem with the unit-coefficient sum for $\tilde R$ therefore gives, for every allowed pair,
\begin{equation}
g_{lm}=g_{jk}\,g_{l-j,m-k}.
\label{eq:g}
\end{equation}
The pair $j=k=0$ gives $g_{00}=1$. Define $\lambda=g_{10}$ and $\mu=g_{11}/g_{10}$. For $l=2$, $m=0$, the pairs with $j=1$ give
\begin{equation}
g_{20}=g_{10}^2=g_{11}\,g_{1,-1},
\label{eq:g20}
\end{equation}
so $g_{1,-1}=\lambda^2/(\lambda\mu)=\lambda\mu^{-1}$. The claim thus holds for $l\le1$. For $l\ge2$ choose $k\in\{-1,0,1\}$ with $|m-k|\le l-1$, which is possible for every $|m|\le l$. By (\ref{eq:g}) with $j=1$ and the claim for degree $l-1$, $g_{lm}=\lambda\mu^k\,\lambda^{l-1}\mu^{m-k}=\lambda^l\mu^m$. Conversely, $\lambda^l\mu^m$ satisfies (\ref{eq:g}) because the exponents add. $\square$

A positive $\lambda$ changes the unit of length, since $\lambda^lR_{lm}(\mathbf r)=R_{lm}(\lambda\mathbf r)$, and $\lambda=-1$ inverts the coordinates, since $(-1)^lR_{lm}(\mathbf r)=R_{lm}(-\mathbf r)$. If $|\mu|=1$, the constant $\mu$ describes a rotation of the coordinate axes about $z$. The choice $\mu=-1$ removes the factor $(-1)^m$ of Rodrigues' formula for both signs of $m$. It reverses the sign of all functions of odd $m$, so that $R_{1,\pm1}$ become $\pm\tfrac12(x\pm iy)$, and leaves the theorem intact.

The convention $T_{lm}=R_{lm}$ for $m\ge0$ and $T_{lm}=R_{l|m|}^*$ for $m<0$ is different. By the conjugation rule it has $g_{lm}=(-1)^m$ for negative $m$ and $g_{lm}=1$ otherwise. Then $g_{10}^2=1$ but $g_{11}g_{1,-1}=-1$, in conflict with (\ref{eq:g20}). To see the effect, write the theorem for $l=2$, $m=0$:
\begin{align}
R_{20}(\mathbf a+\mathbf b)={}&R_{20}(\mathbf a)+R_{20}(\mathbf b)+R_{10}(\mathbf a)R_{10}(\mathbf b)\nonumber\\
&+R_{11}(\mathbf a)R_{1,-1}(\mathbf b)+R_{1,-1}(\mathbf a)R_{11}(\mathbf b).
\label{eq:r20}
\end{align}
The last two terms are complex conjugates of each other, and their sum is
\begin{equation}
-\tfrac12\,\mathrm{Re}\,[(a_x+ia_y)(b_x-ib_y)]=-\tfrac12(a_xb_x+a_yb_y).
\end{equation}
For the vectors of the example this is $-\tfrac12(1-0.5)=-0.25$ bohr$^2$. The other three terms are $0.1875+1.5+2=3.6875$, and the total is $R_{20}(\mathbf a+\mathbf b)=3.4375$ bohr$^2$. The functions $T_{lm}$ reverse the sign of the last two terms, and their unweighted sum is $3.6875+0.25=3.9375$ bohr$^2$, although $T_{20}=R_{20}$. In this component the error is invisible when the projections of $\mathbf a$ and $\mathbf b$ on the $xy$ plane are perpendicular.

\subsection{Limiting cases}

\paragraph{Small displacement.} To first order in $\mathbf b$ the terms $j=l$ and $j=l-1$ remain. With the functions of degree one,
\begin{align}
R_{lm}(\mathbf a+\mathbf b)={}&R_{lm}(\mathbf a)+b_zR_{l-1,m}(\mathbf a)
-\tfrac12(b_x+ib_y)R_{l-1,m-1}(\mathbf a)\nonumber\\
&+\tfrac12(b_x-ib_y)R_{l-1,m+1}(\mathbf a)+O(b^2),
\end{align}
where a function with an impossible index is zero. Reading off the coefficients of $b_x$, $b_y$ and $b_z$ and combining the first two gives
\begin{equation}
\partial_zR_{lm}=R_{l-1,m},\qquad
(\partial_x\pm i\partial_y)R_{lm}=\pm R_{l-1,m\pm1}.
\end{equation}
The operators $\partial_z$ and $\partial_x\pm i\partial_y$ lower the degree, again without numerical factors other than a sign; $\partial_x$ and $\partial_y$ taken singly mix the orders $m\pm1$ with factors of modulus $\tfrac12$. The finite theorem is the Taylor series of $R_{lm}$ about $\mathbf a$, which ends because $R_{lm}$ is a polynomial.

\paragraph{Displacement along $z$.} If $\mathbf b=(0,0,b)$, the polynomial form gives $R_{l-j,m-k}(\mathbf b)=b^{\,l-j}/(l-j)!$ for $k=m$ and zero otherwise. The double sum reduces to
\begin{equation}
R_{lm}(\mathbf a+\mathbf b)=\sum_{j=|m|}^{l}\frac{b^{\,l-j}}{(l-j)!}\,R_{jm}(\mathbf a),
\end{equation}
and different orders $m$ do not mix, as the rotational symmetry about $z$ requires.

\paragraph{Opposite vectors.} If $\mathbf b=-\mathbf a$ and $l\ge1$, the left side is zero while the single products need not be. For $l=2$, $m=0$ and $\mathbf a=(0,0,a)$ the terms are $\tfrac12a^2-a^2+\tfrac12a^2=0$. In arithmetic with a fixed number of digits, the rounding error relative to the result can therefore become large when $\mathbf a+\mathbf b$ is short compared with $\mathbf a$. The identity itself remains exact.

\paragraph{Irregular harmonics.} The functions $r^{-l-1}Y_{lm}$ have no finite expansion of this kind. As a function of $\mathbf a$ at fixed $\mathbf b\ne0$, such a function of $\mathbf a+\mathbf b$ is unbounded near $\mathbf a=-\mathbf b$, whereas a finite sum of polynomials in $\mathbf a$ with coefficients depending on $\mathbf b$ is bounded there.

\subsection{Moving the origin of multipole moments}

The theorem converts the multipole moments of a charge distribution about one centre into the moments about another. For charges $q_i$ at positions $\mathbf r_i$ define the moments about the origin $\mathbf c$ by
\begin{equation}
Q_{lm}(\mathbf c)=\sum_iq_i\,R_{lm}(\mathbf r_i-\mathbf c).
\end{equation}
$Q_{00}$ is the total charge, $Q_{10}$ is the $z$ component of the dipole moment, and $Q_{20}=\tfrac14\sum_iq_i(2z_i^2-x_i^2-y_i^2)$ if $\mathbf c=0$, which is half of the conventional traceless quadrupole component $\Theta_{zz}=\tfrac12\sum_iq_i(3z_i^2-r_i^2)$.

\paragraph{Corollary 2.}
\begin{equation}
Q_{lm}(\mathbf c)=\sum_{jk}R_{jk}(-\mathbf c)\,Q_{l-j,m-k}(0).
\label{eq:shift}
\end{equation}

\emph{Proof.} Apply the theorem with $\mathbf a=-\mathbf c$ and $\mathbf b=\mathbf r_i$, multiply by $q_i$ and sum over $i$. The factor $R_{jk}(-\mathbf c)$ does not depend on $i$. $\square$

The new moments of degree $l$ contain old moments of degree at most $l$, so a set of moments truncated at some degree yields the exact moments about the new origin up to that degree. This concerns the moments themselves; the error of a potential computed from the truncated set still depends on the origin. If all moments of degree below $L$ vanish, every term of (\ref{eq:shift}) with $l=L$ and $j\ge1$ is zero, and the moments of degree $L$ do not depend on the origin.

As an example, place charges $+1$ and $-1$ (in units of $e$) at $z=+1$ and $z=-1$ bohr on the $z$ axis. About the midpoint, $Q_{00}=0$, $Q_{10}=1+1=2\ e\,$bohr and $Q_{20}=\tfrac12-\tfrac12=0$. Move the origin to $\mathbf c=(0,0,0.5)$ bohr. Then $R_{10}(-\mathbf c)=-0.5$ bohr, $R_{20}(-\mathbf c)=0.125$ bohr$^2$ and $R_{1,\pm1}(-\mathbf c)=0$, so
\begin{equation}
Q_{20}(\mathbf c)=0+(-0.5)(2)+(0.125)(0)=-1\ e\,\text{bohr}^2 .
\end{equation}
Seen from the new origin, the charges lie at $z=0.5$ and $z=-1.5$ bohr, and the direct sum is $\tfrac12(0.5)^2-\tfrac12(1.5)^2=-1\ e\,$bohr$^2$. The charges have not moved. The quadrupole moment is entirely the old dipole moment referred to another point, and it depends on the origin because the dipole moment is not zero.
